Coherent and incoherent neutron cross-sections from uncorrelated nuclear averaging

**1. The result**

A beam of slow neutrons scatters elastically from N fixed nuclei at positions r_j. The scattering length b varies from nucleus to nucleus, because the nuclei may be different isotopes and because b depends on the relative orientation of the neutron and nuclear spins. If isotopes and nuclear spins are distributed without correlation, with the same isotope abundances on every site, and the nuclear spins are unpolarized, the average differential cross-section is

dσ/dΩ = b̄² |Σ_j exp(iQ·r_j)|² + N(⟨b²⟩ − b̄²).  (1)

Here Q = k − k′ is the difference between the incident and scattered wavevectors, b̄ is the mean scattering length and ⟨b²⟩ is its mean square. The first term contains interference between nuclei; the second does not depend on direction. Their strengths, expressed as cross-sections per nucleus, are

σ_coh = 4π b̄²,  σ_inc = 4π(⟨b²⟩ − b̄²).  (2)

The coherent cross-section measures the squared mean of b, and the incoherent one measures its variance.

**2. Scattering from a given set of nuclei**

The range of the nuclear force is far smaller than the wavelength of a slow neutron, so each nucleus scatters an s-wave, with the same amplitude in every direction. The Fermi pseudopotential represents this by

V(r) = (2πħ²/m) Σ_j b_j δ(r − r_j),  (3)

where m is the neutron mass and b_j is the bound scattering length, the one appropriate to a nucleus that cannot recoil. The potential is constructed so that the first Born approximation gives the correct s-wave amplitude. Absorption is neglected, which makes b_j real, and so is magnetic scattering by electrons. Each neutron is assumed to scatter once.

The Born amplitude for scattering from k to k′ is

f = −(m/2πħ²) ∫ exp(−ik′·r) V(r) exp(ik·r) d³r.

The prefactor cancels the one in (3), and each delta function sets r = r_j, so that

f = −F,  F = Σ_j b_j exp(iQ·r_j).  (4)

In elastic scattering the magnitudes are equal, |k′| = |k|, and the differential cross-section is |f|². The minus sign therefore has no effect on it. For one nucleus with a definite b, |f|² = b² in all directions, and integration over the full solid angle gives

σ = 4πb².  (5)

This is the origin of the factor 4π in (2).

**3. The sum over final spin states**

Since b_j depends on spin, it is an operator acting on the spin of the neutron and the spin of nucleus j. Let |i⟩ be the initial spin state of the neutron and all the nuclei, and |f⟩ a possible final one. A detector that does not analyse spin counts all final states. The energy differences between spin states are taken as negligible, so k′ is the same for all of them, and

dσ/dΩ = Σ_f |⟨f|F|i⟩|² = Σ_f ⟨i|F†|f⟩⟨f|F|i⟩ = ⟨i|F†F|i⟩.  (6)

The last step uses the completeness relation Σ_f |f⟩⟨f| = 1.

Now (6) is averaged over the initial spin states and over the arrangements of isotopes; the average is written ⟨…⟩. A real b means that the operator b_j is Hermitian, so F† = Σ_i b_i exp(−iQ·r_i), where i now labels a nucleus. The positions are the same for every arrangement, so the phase factors can be taken outside the average:

dσ/dΩ = Σ_i Σ_j ⟨b_i b_j⟩ exp[iQ·(r_j − r_i)].  (7)

The remaining task is to find ⟨b_i b_j⟩ for i = j and for i ≠ j.

**4. The spin dependence of the scattering length**

Consider one isotope with nuclear spin I, measured in units of ħ. The neutron has spin s = σ/2, where σ denotes the three Pauli matrices. (With a subscript such as "coh", σ is a cross-section.) For I > 0 the total spin J of neutron and nucleus is I + 1/2 or I − 1/2, and the nuclear force gives these two states different scattering lengths, b₊ and b₋. Both cases are contained in the operator

b = A + B σ·I,  (8)

with A and B chosen as follows. Squaring J = s + I gives J(J+1) = 3/4 + I(I+1) + 2s·I, and since 2s = σ,

σ·I = J(J+1) − I(I+1) − 3/4.  (9)

For J = I + 1/2, J(J+1) = I² + 2I + 3/4, so σ·I = I.
For J = I − 1/2, J(J+1) = I² − 1/4, so σ·I = −(I+1).

The operator (8) must therefore satisfy

b₊ = A + BI,  b₋ = A − B(I+1).

Subtraction gives b₊ − b₋ = B(2I+1). Substituting B into A = b₊ − BI then gives A:

B = (b₊ − b₋)/(2I+1),  A = [(I+1)b₊ + I b₋]/(2I+1).  (10)

The coefficients in A have a simple meaning. There are 2J+1 states for each J, which is 2I+2 states with length b₊ and 2I states with length b₋, out of 2(2I+1) in all. The fractions are (I+1)/(2I+1) and I/(2I+1), so A is the mean of b over all spin states. For I = 0 there is one value, J = 1/2, and b = A = b₊ with B = 0.

**5. Averages for unpolarized nuclei**

In an unpolarized nucleus all 2I+1 spin orientations are equally probable. No direction is preferred, so the mean of each spin component vanishes:

⟨I_x⟩ = ⟨I_y⟩ = ⟨I_z⟩ = 0.  (11)

For the same reason the three mean squares are equal. They add up to I(I+1), and products of different components average to zero:

⟨I_a I_c⟩ = δ_ac I(I+1)/3,  a, c = x, y, z.  (12)

The average of (8) over the nuclear spin alone is, by (11),

⟨b⟩_I = A.  (13)

This is a number: the neutron spin has dropped out. For the square, (8) gives

b² = A² + 2AB σ·I + B² Σ_a Σ_c σ_a σ_c I_a I_c.

The middle term vanishes by (11). In the last, (12) leaves a = c, and each σ_a² = 1, so the three terms add up to 3 × I(I+1)/3:

⟨b²⟩_I = A² + B² I(I+1).  (14)

This is a number too, so neither average depends on the polarization of the neutron beam.

Let isotope α have abundance c_α, with Σ_α c_α = 1. Averaging (13) and (14) over isotopes gives

b̄ = Σ_α c_α A_α,  (15)

⟨b²⟩ = Σ_α c_α [A_α² + B_α² I_α(I_α+1)].  (16)

**6. Pairs of nuclei and the split**

For i = j, the average in (7) is ⟨b²⟩, given by (16). For i ≠ j, the product of two operators of the form (8) is

b_i b_j = A_i A_j + A_i B_j σ·I_j + B_i A_j σ·I_i + B_i B_j Σ_a Σ_c σ_a σ_c I_ia I_jc.  (17)

Both lengths contain the same neutron spin σ, so they are not independent quantities merely because the nuclei are. The nuclear averages settle the matter. The second and third terms vanish by (11). In the fourth, uncorrelated nuclear spins give ⟨I_ia I_jc⟩ = ⟨I_ia⟩⟨I_jc⟩, which is also zero. There remains A_i A_j. Because the isotopes on different sites are chosen independently, with the same abundances on every site, its average is the product of the averages:

⟨b_i b_j⟩ = b̄²  for i ≠ j.  (18)

The two cases combine into one expression,

⟨b_i b_j⟩ = b̄² + δ_ij(⟨b²⟩ − b̄²),  (19)

which equals ⟨b²⟩ when i = j and b̄² otherwise. Inserted into (7), it gives

dσ/dΩ = b̄² Σ_i Σ_j exp[iQ·(r_j − r_i)] + (⟨b²⟩ − b̄²) Σ_j 1.

In the second sum the phases have cancelled because i = j, and the sum is N. The first double sum factorizes into Σ_j exp(iQ·r_j) times its complex conjugate, which is the squared modulus in (1). This proves (1).

The coefficients b̄² and ⟨b²⟩ − b̄² are squared lengths per unit solid angle. Multiplying each by 4π, as in (5), gives the cross-sections (2). Their sum is

σ_coh + σ_inc = 4π⟨b²⟩,  (20)

which is the average total cross-section of one isolated fixed nucleus.

The coherent term is the scattering from a fictitious sample in which every nucleus has the length b̄. The incoherent term comes from the deviations from that mean, which have no fixed relation between one nucleus and another and so add in intensity. If positive and negative lengths balance so that b̄ = 0, the interference term vanishes although every nucleus scatters.

**7. Two sources of incoherence**

The variance separates into a spin part and an isotope part. Expanding a square and using (15),

Σ_α c_α(A_α − b̄)² = Σ_α c_α A_α² − 2b̄·b̄ + b̄² = Σ_α c_α A_α² − b̄².

Subtracting b̄² from (16) therefore gives

⟨b²⟩ − b̄² = Σ_α c_α B_α² I_α(I_α+1) + Σ_α c_α(A_α − b̄)².  (21)

The first sum is spin incoherence. It vanishes if every isotope present has I = 0 or b₊ = b₋. The second is isotope incoherence, which vanishes if all isotopes present have the same spin-averaged length.

Part of the spin incoherence can be recognized by what it does to the neutron. Take the neutron spin initially up along z. In B σ·I, the terms with σ_x and σ_y reverse it, and the term with σ_z does not. By (12), each component contributes B² I(I+1)/3 to the mean square, so for one unpolarized nucleus

spin-flip part = (2/3) B² I(I+1),  (22)

non-flip part = A² + (1/3) B² I(I+1).  (23)

Two thirds of the spin incoherence thus reverses the neutron spin. Since σ·I conserves the total z component of spin, such a reversal changes the orientation of the nucleus that caused it. Unpolarized, uncorrelated nuclei are an equal mixture of states in which each nucleus has a definite I_z. From each such state, reversals at different nuclei lead to orthogonal final states and cannot interfere. The remaining third leaves no such mark; its interference terms vanish because I_z averages to zero independently at each nucleus.

**8. Worked example**

Take a model element with round parameters. Isotope 1 has abundance 0.6, spin 0 and length 8 fm. Isotope 2 has abundance 0.4, spin 3/2, b₊ = 6 fm and b₋ = −2 fm.

For isotope 2 the weights of b₊ and b₋ are 0.625 and 0.375, and (10) and (14) give

A₂ = 0.625 × 6 + 0.375 × (−2) = 3 fm,
B₂ = [6 − (−2)]/4 = 2 fm,
⟨b²⟩_I = 3² + 2² × (3/2)(5/2) = 9 + 15 = 24 fm².

For the element, (15) and (16) give

b̄ = 0.6 × 8 + 0.4 × 3 = 6 fm,
⟨b²⟩ = 0.6 × 64 + 0.4 × 24 = 48 fm²,
⟨b²⟩ − b̄² = 48 − 36 = 12 fm².

The two parts of the variance in (21) are

spin part = 0.4 × 15 = 6 fm²,
isotope part = 0.6 × (8 − 6)² + 0.4 × (3 − 6)² = 6 fm².

They are equal for this choice of parameters. With 1 barn = 100 fm², the cross-sections are

σ_coh = 4π × 36 fm² = 452.39 fm² = 4.524 barn,
σ_inc = 4π × 12 fm² = 150.80 fm² = 1.508 barn,

and their sum is 6.032 barn.

Now place three such nuclei in a row with spacing a, and let Q point along the row. The phase sum in (1) is 1 + exp(iQa) + exp(2iQa), and the incoherent term is 3 × 12 = 36 fm² per steradian at every Q.

- At Qa = 2π the phase sum is 3. The coherent term is 36 × 9 = 324, and the total is 360 fm² per steradian.
- At Qa = π the phase sum is 1 − 1 + 1 = 1. The coherent term is 36, and the total is 72 fm² per steradian.
- At Qa = 2π/3 the three phase factors cancel. The total is the incoherent 36 fm² per steradian.

The numerical check obtains the same three totals without using the split, from traces of F†F over the neutron spin and all nuclear spins, summed over all isotope arrangements.

**9. Where the result changes or fails**

*Polarized nuclei.* Uncorrelated nuclei are not sufficient for (18): its derivation also used the zero mean of the nuclear spins, (11), and without that (18) can fail. Suppose that two nuclei of isotope 2 are both fully polarized along z, so that ⟨I_z⟩ = I at each. The nuclear average of (8) is then A + BI σ_z, which still acts on the neutron spin. Since σ_z² = 1, the pair average is

⟨b₁b₂⟩ = ⟨(A + BI σ_z)²⟩ = A² + B²I² + 2ABI⟨σ_z⟩.  (24)

For unpolarized neutrons ⟨σ_z⟩ = 0. The mean length is A = 3 fm, with square 9 fm², but the pair average is 9 + (2 × 3/2)² = 18 fm². The two nuclear spins are independent of each other, yet both lengths depend on the same neutron spin, and this correlates them. If the neutrons are also fully polarized along z, ⟨σ_z⟩ = 1 and (24) becomes (A + BI)² = 36 fm². The neutron spin then has one value, and the pair average is the square of the mean length for that beam, A + BI = 6 fm.

*Ordered isotopes.* If the isotope on one site influences that on another, (18) acquires a covariance, and the deviations from b̄ can interfere. Take six sites in a row and two spinless isotopes with lengths 8 and 3 fm, each with abundance 1/2 on every site. The mean is 5.5 fm and the deviations are ±2.5 fm. At Qa = π the phase factors alternate between +1 and −1, so the mean contributes nothing. If the isotope on each site is chosen independently of the others, so that the number of each kind in the row is not fixed, the six deviations add in intensity, giving 6 × 2.5² = 37.5 fm² per steradian. If the isotopes alternate, each deviation changes sign together with its phase factor. The amplitudes add, giving (6 × 2.5)² = 225 fm² per steradian. Order has turned a flat background into a diffraction peak.

*Integrated scattering.* The quantity σ_coh is a strength per nucleus. The coherent scattering integrated over all directions need not equal Nσ_coh, because interference can change the total as well as the pattern. For two nuclei separated by a vector d perpendicular to k, Q·d = −k′·d, and

|1 + exp(iQ·d)|² = 2 + 2cos(k′·d).

Let μ be the cosine of the angle between k′ and d. The solid-angle integral of the cosine is

2π ∫₋₁¹ cos(kdμ) dμ = 4π sin(kd)/(kd),

so the integrated coherent scattering is

b̄²[8π + 8π sin(kd)/(kd)] = 2σ_coh[1 + sin(kd)/(kd)].  (25)

The ratio to 2σ_coh is 1.998 at kd = 0.1, where the two waves are nearly in phase in all directions. It is 1.84 at kd = 1 and 1.05 at kd = 20, and it tends to 1 as kd grows. Equation (25) assumes single scattering, which requires d to be much larger than b; atomic spacings meet this easily. For fixed nuclei the incoherent part integrates to Nσ_inc for any arrangement, since it is isotropic.

*Moving nuclei.* Real nuclei vibrate and can recoil, whereas (1) takes the positions as fixed. For a nucleus in the ground state of an isotropic harmonic well, the elastic amplitude is b times the average of exp(iQ·u) over the displacement u. That average is exp(−Q²⟨u_x²⟩/2), so the elastic scattering falls with Q and is no longer isotropic. The angle-integrated total, including inelastic scattering, is close to 4πb² only when recoil is negligible. For a nucleus of the neutron's mass it drops towards one quarter of 4πb² once the neutron energy is far above the vibrational quantum.

*A single sample.* Equation (1) is an average over isotope arrangements, whereas an experiment uses one sample in which the arrangement is frozen. The numerical check includes one random row of 131072 nuclei with the abundances of Section 8. Each nucleus is given its spin-averaged length, 8 or 3 fm, so that the isotope part of the variance, 6 fm², is the expected intensity per nucleus between the diffraction peaks. Averaged over 13107 values of Q in such a region, the intensity per nucleus is 5.99 fm² per steradian. From one Q to the next, however, it fluctuates with a standard deviation equal to its mean, to the two decimals computed. In this row the isotope part of the incoherent background thus becomes smooth after averaging over many values of Q, as a detector of finite angular width does, and not at each Q separately. The spin part is left out of this row. With the isotopes fixed, the average over unpolarized nuclear spins in (14) and (17) adds Σ_j B_j² I_j(I_j+1), which is the same at every Q.

Calculated quantities

```
Model element (round parameters)
isotope 1: abundance 0.6, spin 0.0, b_plus = 8.0 fm
  spin mean 8.000 fm, mean square 64.000 fm^2, spin variance 0.000 fm^2
isotope 2: abundance 0.4, spin 1.5, b_plus = 6.0 fm, b_minus = -2.0 fm
  weights of b_plus, b_minus: 0.625, 0.375
  A = 3.000 fm, B = 2.000 fm
  spin mean 3.000 fm, mean square 24.000 fm^2, spin variance 15.000 fm^2
mean b = 6.000 fm
mean b^2 = 48.000 fm^2
variance of b = 12.000 fm^2
  spin part = 6.000 fm^2
  isotope part = 6.000 fm^2
sigma_coh = 452.39 fm^2 = 4.524 barn
sigma_inc = 150.80 fm^2 = 1.508 barn
sigma_total = 603.19 fm^2 = 6.032 barn
Row of three nuclei, dsigma/dOmega in fm^2 per steradian
Qa = 2 pi: coherent 324.00, incoherent 36.00, full trace 360.00
Qa = pi: coherent 36.00, incoherent 36.00, full trace 72.00
Qa = 2 pi/3: coherent 0.00, incoherent 36.00, full trace 36.00
isotope 2, spin-flip mean square = 10.000 fm^2
isotope 2, non-flip mean square = 14.000 fm^2
Two fully polarized isotope-2 nuclei, unpolarized neutrons
  square of mean b = 9.000 fm^2
  pair average of b_1 b_2 = 18.000 fm^2
Six sites, spinless lengths 8.0 and 3.0 fm, equal shares, Qa = pi
  alternating order: 225.00 fm^2 per steradian
  random placement: 37.50 fm^2 per steradian
Pair: integrated coherent scattering / (2 sigma_coh)
  kd = 0.1: 1.9983
  kd = 1.0: 1.8415
  kd = 20.0: 1.0456
One frozen row of 131072 nuclei, 13107 Q values between Bragg peaks
  mean intensity per nucleus = 5.99 fm^2 per steradian
  relative spread from one Q to the next = 1.00
```
